\section*{Space-Charge-Limited Current with Exponentially Distributed Traps, part 2}

We seek the steady electron current through a uniform film of thickness $L$ whose trap density falls exponentially below the conduction-band edge $E_c$, with characteristic temperature $T_t$ at film temperature $T$. Units are SI.

Current density $J$, field $F$ and voltage $V$ are positive magnitudes; the cathode is at $x=0$, the anode (subscript $a$) at $x=L$. Free and trapped densities $n$ and $n_t$ share a quasi-Fermi energy $E_F$, with $\nu=n/N_c=e^{-(E_c-E_F)/kT}$. $N_c$ is the effective density of band states, $N_t$ the total trap density, $\mu$ the free-electron mobility, $\varepsilon$ the permittivity, $q>0$ the elementary charge, and $V_T=kT/q$. Traps are neutral when empty. Define
\begin{equation}
l = \frac{T_t}{T}, \qquad s = \frac{\pi/l}{\sin(\pi/l)}, \qquad l > 1 .
\label{eq:defs}
\end{equation}
The Fermi function gives
\begin{equation}
n_t = s N_t \, \nu^{1/l} = s N_t \left( \frac{n}{N_c} \right)^{1/l} .
\label{eq:nt}
\end{equation}
Step occupation would give $s=1$. Extending the trap integral above the band edge added to $n_t/N_t$
\begin{equation}
\frac{1}{l} \int_0^\infty \frac{e^{y/l}}{1 + e^{y}/\nu} \, dy
\simeq \frac{\nu}{l} \int_0^\infty e^{-(1 - 1/l) y} \, dy
= \frac{\nu}{l-1} ,
\label{eq:tail}
\end{equation}
or, relative to the term kept,
\begin{equation}
\frac{\nu^{1-1/l}}{(l-1) s} .
\label{eq:tailrel}
\end{equation}
With drift alone, $F(0)=0$, $V=\int_0^LF\,dx$ and free charge omitted from Gauss's law, $F^{1/l}dF/dx=A$, where $A=(qsN_t/\varepsilon)[J/(q\mu N_c)]^{1/l}$. Hence $F\propto x^{l/(l+1)}$, and the law is
\begin{equation}
J = q \mu N_c \left( \frac{2l+1}{l+1} \right)^{l+1} \left[ \frac{l}{l+1} \, \frac{\varepsilon}{q s N_t} \right]^{l} \frac{V^{l+1}}{L^{2l+1}} .
\label{eq:law}
\end{equation}
In steps,
\begin{align}
F_a &= \frac{2l+1}{l+1} \frac{V}{L} , &
n_{t,a} &= \frac{\varepsilon}{q} \, \frac{l}{l+1} \, \frac{F_a}{L} ,
\label{eq:step1} \\
\nu_a &= \left( \frac{n_{t,a}}{s N_t} \right)^{l} , &
J &= q \mu N_c \nu_a F_a .
\label{eq:step2}
\end{align}
For any local charge relation, uniform drift with $F(0)=0$ links the voltage exponent $m=\partial\ln J/\partial\ln V$ to thickness:
\begin{equation}
- \frac{\partial \ln J}{\partial \ln L} = 2m - 1 .
\label{eq:pair}
\end{equation}

The example has $T=300$~K, $T_t=600$~K, $L=500$~nm, $V=20$~V, relative permittivity 10, $\mu=10^{-5}$~m$^2$/(V\,s), $N_c=2.5\times10^{25}$~m$^{-3}$ and $N_t=10^{25}$~m$^{-3}$. Thus $l=2$, $s=1.571$, $F_a=6.67\times10^{7}$~V/m, $n_{t,a}=4.91\times10^{22}$~m$^{-3}$, $\nu_a=9.78\times10^{-6}$, $n_a=2.45\times10^{20}$~m$^{-3}$ and $J=2.61\times10^{4}$~A/m$^2$.

\subsection{Free charge and band edge}

The law omitted the free charge and used the extended trap integral. Both corrections are proportional to $\nu$. By \eqref{eq:tail} the charge density in units of $q$ is, to this order,
\begin{equation}
n+n_t = s N_t \nu^{1/l} + \left( N_c - \frac{N_t}{l-1} \right) \nu
= s N_t \nu^{1/l} (1+\delta) ,
\end{equation}
with
\begin{equation}
\delta = \frac{1}{s} \left( \frac{N_c}{N_t} - \frac{1}{l-1} \right) \nu^{1-1/l} .
\label{eq:delta}
\end{equation}
Because $\nu\propto1/F$ at fixed $J$, $\delta=\delta_a(F_a/F)^{1-1/l}$. To first order, $dx=F^{1/l}(1-\delta)\,dF/A$. With $b=1/l$, integration up to $F_a$ gives
\begin{align}
L &= \frac{1}{A} \left[ \frac{F_a^{b+1}}{b+1} - \delta_a \frac{F_a^{b+1}}{2b} \right]
= L_d \left( 1 - \frac{l+1}{2} \delta_a \right) , \\
V &= \frac{1}{A} \left[ \frac{F_a^{b+2}}{b+2} - \delta_a \frac{F_a^{b+2}}{2b+1} \right]
= V_d \left( 1 - \frac{2l+1}{l+2} \delta_a \right) .
\end{align}
Here $L_d$ and $V_d$ are the values without correction for the same $J$ and $F_a$; they satisfy the law. Evaluating the law at the corrected $V$ and $L$ gives
\begin{equation}
\frac{J_{\text{law}}}{J} = 1 + (l+1)(2l+1) \left( \frac12 - \frac{1}{l+2} \right) \delta_a ,
\end{equation}
and therefore
\begin{equation}
\frac{J}{J_{\text{law}}} \simeq 1 - \frac{l(l+1)(2l+1)}{2(l+2)} \delta_a .
\label{eq:freecorr}
\end{equation}

In the example $\delta_a=(2.5-1)\times0.00313/1.571=0.0030$ and the coefficient is $3.75$, so the predicted ratio is $0.989$. A numerical solution of the drift equations, with the Fermi function, the true band edge and the free charge, gives $2.58\times10^4$~A/m$^2$ and the same ratio, $0.989$. Since $\delta_a\propto V/L^2$ for $l=2$, the correction of $-0.011$ also lowers the voltage exponent by $0.011$ and the inverse-thickness exponent by $0.022$. The solution gives $2.989$ and $4.978$, in agreement with this estimate and with \eqref{eq:pair}. Doubling the voltage multiplies the current by $7.91$ instead of $8$; halving the thickness multiplies it by $31.0$ instead of $32$.

The same solution with $l=4$ gives exponents $5.000$ and $9.000$ and a current that agrees with the law to the numerical accuracy of the solution, about $10^{-4}$; the deviation predicted by \eqref{eq:freecorr} is only $-5.5\times10^{-6}$. The tests require agreement within $3\%$ for the current and $0.05$ for the exponents in both cases.

\subsection{Diffusion at the cathode}

A larger correction comes from diffusion. With the Einstein relation for the nondegenerate free electrons, the current is
\begin{equation}
J = q \mu \left( n F - V_T \frac{dn}{dx} \right) .
\label{eq:dd}
\end{equation}
Electrons diffuse away from the crowded cathode, where $dn/dx<0$, so both terms can contribute to $J$. The applied voltage is now the drop of the quasi-Fermi energy divided by $q$. Since $E_F=E_c+kT\ln\nu$ and $dE_c/dx=-qF$, equation \eqref{eq:dd} gives $-dE_F/dx=J/(\mu n)$ and
\begin{equation}
V = \int_0^L \frac{J}{q\mu n} \, dx .
\end{equation}

Choose the anode field $F_a$ and set $n_a=J/(q\mu F_a)$, which means zero density gradient at the anode. Measure $x$ in units of the thickness $L_d$ that the drift law gives for this $J$ and $F_a$. With $u=F/F_a$, $m=n/n_a$, $\xi=x/L_d$ and $a=l/(l+1)$, the equations are
\begin{equation}
\frac{du}{d\xi} = a\, m^{1/l} ,
\qquad
1 = u m - \frac{1}{P} \frac{dm}{d\xi} ,
\qquad
P = \frac{F_a L_d}{V_T} .
\label{eq:scaled}
\end{equation}
In this subsection $u$ and $m$ have these meanings, and the trap power law is used up to the contact.

The sign of the thickness change follows from these equations. At the anode $um=1$. Wherever $um=1$ with $u>0$, $dm/d\xi=0$ and $d(um)/d\xi=m\,du/d\xi>0$. Going from the anode toward the cathode, $um$ therefore drops below one and cannot return while $u>0$. There is then less charge than in the drift solution at the same field, and a longer distance is needed to reduce the field to zero. Beyond the plane $F=0$ lies an accumulation layer with reversed field, which adds more thickness. For given $J$ and $F_a$ the film is thicker than $L_d$.

The size of the layer follows from a balance. Near the cathode the drift solution has $u\sim\xi^a$ and $m\sim\xi^{-a}$. The diffusion term is of order $\xi^{-a-1}/P$ and reaches one at
\begin{equation}
\xi \sim \lambda = P^{-1/(1+a)} = P^{-(l+1)/(2l+1)} .
\end{equation}
Setting $\xi=\lambda X$, $u=\lambda^aU$ and $m=\lambda^{-a}M$ removes $P$ from \eqref{eq:scaled}. At leading order the thickness is thus $L_d(1+c\lambda)$, where $c$ depends on $l$ and on the scaled contact density. The relative voltage change is of order $1/P$, apart from a logarithm, and is smaller than $\lambda$. At equal $V$ and $L$,
\begin{equation}
\frac{J}{J_{\text{law}}} \simeq (1+c\lambda)^{2l+1} .
\label{eq:diffcorr}
\end{equation}

For the example $qV/(kT)=774$. With a contact density $1.02\times10^4$ times the anode density, which is about $0.12N_c$ in this solution, integration of \eqref{eq:scaled} gives a current $1.23$ times the law. With the small voltage change neglected, \eqref{eq:diffcorr} turns this into an effective thickness excess of $1.234^{1/5}-1\simeq4.3\%$. The actual excess at the same $J$ and $F_a$ is $4.7\%$, partly offset by a voltage increase of $0.7\%$. At ten and one hundred times this $qV/(kT)$ the ratios are $1.0557$ and $1.0134$, or effective thickness excesses of $1.09\%$ and $0.27\%$. Each step reduces the excess to about one quarter, as expected from $10^{-3/5}=0.25$. These two cases test the approach to the drift law in scaled form; they do not describe the $500$~nm film at $200$ and $2000$~V.

The correction also bends the current--voltage curve. Differentiating \eqref{eq:diffcorr} with $\lambda\propto V^{-3/5}$ changes the exponent by $-5\times0.6\times0.043/1.043=-0.12$. The computed exponent is $2.88$, at a fixed ratio of contact to anode density. Under the same condition the correction depends on $V$ but not on $L$, so the thickness exponent remains $5$. Relation \eqref{eq:pair} would instead predict $2\times2.88-1=4.76$, and a factor $27$ rather than $32$ on halving $L$. In a film series it is more natural to hold the contact density itself fixed. With $0.1N_c$ at the contact, the same equations give the exponents $2.86$ and $4.96$, and a factor $30.8$ on halving $L$, so \eqref{eq:pair} still fails. A slope from low-voltage data should therefore not be inserted into \eqref{eq:pair} without a diffusion estimate. The failure grows in thin films at low voltage. For the same material parameters at $L=50$~nm and $V=1$~V, with free charge and the true band edge included, the current is $2.1$ times the law, the voltage exponent is $2.38$, and the inverse-thickness exponent is $4.53$, whereas \eqref{eq:pair} would give $3.75$.

The factor $1.23$ is itself a model value. At the contact, where $\nu\approx0.1$, the omitted free charge is about half the trapped charge given by the power law; including it and the true band edge changes the factor to $1.22$. The condition at the anode matters more. In place of zero gradient, an anode density of $0.1N_c$ gives the factor $1.27$ and the voltage exponent $2.83$, and an anode density of $10^{-9}N_c$ gives $1.19$ and $2.89$.

\subsection{Temperature and extraction of parameters}

Where the drift law holds, a voltage sweep at fixed temperature yields $l$ from the slope and the combination $\mu N_c/(sN_t)^l$ from the prefactor. Diffusion disturbs both: in the example with fixed contact density the slope is $2.86$, and $l$ would be read as $1.86$ instead of $2$. Even without diffusion, a voltage sweep at one temperature cannot separate $\mu N_c$ from $N_t$. A temperature series helps, but its activation energy is not the depth of the quasi-Fermi level. Take the logarithm of \eqref{eq:step2}:
\begin{equation}
\ln J = \ln(q\mu N_c) + \ln F_a + l \ln\frac{n_{t,a}}{sN_t} .
\end{equation}
At fixed $T_t$, $V$ and $L$, $dl/d(1/T)=T_t$. From \eqref{eq:defs} and \eqref{eq:step1},
\begin{align}
\frac{d\ln F_a}{dl} &= \frac{1}{(l+1)(2l+1)} , \\
l\,\frac{d\ln n_{t,a}}{dl} &= \frac{l}{(l+1)(2l+1)} + \frac{1}{l+1} , \\
l\,\frac{d\ln s}{dl} &= -1 + \frac{\pi}{l} \cot\frac{\pi}{l} .
\end{align}
The first terms of the first two lines add to $1/(2l+1)$. If $\mu N_c$ is independent of temperature, $E_{\text{act}}=-k\,d\ln J/d(1/T)$ is
\begin{equation}
E_{\text{act}} = kT_t \left[ \ln\frac{sN_t}{n_{t,a}} - 1 - \frac{1}{l+1} - \frac{1}{2l+1} + \frac{\pi}{l}\cot\frac{\pi}{l} \right] .
\label{eq:Eact}
\end{equation}
The logarithmic term alone is the depth $E_c-E_F$ at the anode. In the example it is $0.30$~eV, while \eqref{eq:Eact} gives $0.22$~eV. Temperature dependence of $\mu N_c$ must be added separately.

\subsection{Conditions for use}

The trap occupation must be low. Full traps would give $F=qN_tx/\varepsilon$ and the voltage $qN_tL^2/(2\varepsilon)$, which is $2.3\times10^3$~V here. The local condition $\nu_a\ll1$, together with small values of \eqref{eq:tailrel} and \eqref{eq:delta}, is more informative than this voltage alone.

At low voltage, thermally present electrons of density $n_0$ carry $J_0=q\mu n_0V/L$. From \eqref{eq:step1} and \eqref{eq:step2},
\begin{equation}
\frac{J}{J_0} = \frac{2l+1}{l+1} \, \frac{n_a}{n_0} ,
\end{equation}
so the injected current dominates if $n_0\ll n_a$. The law itself needs more. The thermal electrons already occupy some traps, and this compensated charge does not enter Gauss's law. By \eqref{eq:nt} its share of the trapped density at the anode is $(n_0/n_a)^{1/l}$, which must be small. In the example a share of $1\%$ requires $n_0=10^{-4}n_a$, or about $2\times10^{16}$~m$^{-3}$.

The field must not change the release of electrons from traps. For traps that are positive when empty, unlike those assumed here, the barrier at distance $r$ along the escape direction is $-q^2/(4\pi\varepsilon r)-qFr$. Its maximum lies at $r=[q/(4\pi\varepsilon F)]^{1/2}$, where both terms are equal, and is lowered by $q[qF/(\pi\varepsilon)]^{1/2}$. At the anode field of the example this is about $0.2$~eV, many times $kT$. For such traps the present law would not be reliable at this field. Neutral traps have no such Coulomb lowering, but they are not immune to the field. At the anode a barrier of $0.30$~eV is only $4.5$~nm wide, and thermally assisted tunnelling can speed up the release. The example therefore illustrates the formula and does not predict the current of a real film.

Finally, the law assumes a uniform film, an ohmic cathode, a constant temperature and traps in equilibrium with the free electrons. During a short programming pulse deep traps may not reach that equilibrium, and the steady-state current then does not apply.

\section*{Table of computed values}
\begin{verbatim}
temperature T = 300 K, trap temperature Tt = 600 K
ratio l = 2.0, occupation factor s = 1.5708
thickness L = 500 nm, voltage V = 20 V
relative permittivity = 10, mobility = 1.0e-05 m^2/(V s)
band density Nc = 2.50e+25 m^-3, trap density Nt = 1.00e+25 m^-3
thermal voltage kT/q = 0.02585 V, qV/(kT) = 773.6
current density, law = 2.6115e+04 A/m^2 = 2.6115 A/cm^2
current density, numerical drift device = 2.5827e+04 A/m^2
numerical / law = 0.9890
current density with step occupation (s=1) = 6.4436e+04 A/m^2
step-occupation current / law = 2.4674
anode field, law = 6.6667e+07 V/m, numerical = 6.6617e+07 V/m
anode free density, law = 2.4450e+20 m^-3
anode trapped density, law = 4.9123e+22 m^-3
anode free/trapped, law = 0.00498
anode n/Nc, law = 9.7798e-06
relative band-edge tail at anode = 0.00199
l = 2: numerical voltage exponent = 2.9890, inverse-thickness exponent = 4.9780, J num/law = 0.9890
l = 4: numerical voltage exponent = 5.0001, inverse-thickness exponent = 9.0001, J num/law = 0.9999
current factor on doubling V, numerical = 7.914
current factor on halving L, numerical = 30.993
trap-filling voltage = 2261.9 V
contact density / anode density = 1.023e+04
drift-diffusion / drift law at qV/(kT) = 774: 1.2339
drift-diffusion / drift law at qV/(kT) = 7736: 1.0557
drift-diffusion / drift law at qV/(kT) = 77363: 1.0134
apparent voltage exponent with diffusion at V = 2.8795
l = 0.5, nu = 1e-6: trapped fraction / nu = 2.0000
\end{verbatim}
